# Fourth-order superexchange in a Cu-O-Cu cluster, compared with exact diagonalization: verification in Python

```python
"""Superexchange in a Cu-O-Cu cluster with two holes.

Result under test, to fourth order in the Cu-O hopping t:
    J = (4 t^4 / Delta^2) * (1/U_d + 2/(2 Delta + U_p)),
where J = E(triplet) - E(singlet), Delta is the energy of a hole on O
relative to Cu, and U_d, U_p are the Cu and O on-site repulsions.
Fermion matrices in the full Fock space provide the independent side.
Energies are in eV unless a printed label says meV or K.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.constants import e as charge, k as boltzmann

# Spin orbitals: d1 up, d1 down, p up, p down, d2 up, d2 down
N_MODES = 6
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(mode):
    result = np.eye(1)
    for site in range(N_MODES):
        factor = parity if site < mode else lower if site == mode else np.eye(2)
        result = np.kron(result, factor)
    return result


c = [annihilator(m) for m in range(N_MODES)]
number = [a.T @ a for a in c]
occ = np.array([np.diag(n) for n in number])
two = np.where(np.isclose(occ.sum(axis=0), 2))[0]
occ2 = occ[:, two]
n_d1 = occ2[0] + occ2[1]
n_p = occ2[2] + occ2[3]
n_d2 = occ2[4] + occ2[5]
n_up = occ2[0] + occ2[2] + occ2[4]


def restrict(matrix):
    return matrix[np.ix_(two, two)]


def spin_parts(orbital):
    up, down = 2 * orbital, 2 * orbital + 1
    return c[up].T @ c[down], 0.5 * (number[up] - number[down])


plus1, z1 = spin_parts(0)
plus_p, z_p = spin_parts(1)
plus2, z2 = spin_parts(2)
spin_dot = restrict(0.5 * (plus1 @ plus2.T + plus1.T @ plus2) + z1 @ z2)
plus_all, z_all = plus1 + plus_p + plus2, z1 + z_p + z2
total_spin_sq = restrict(plus_all.T @ plus_all + z_all @ z_all + z_all)


def hopping(t1, t2):
    v = np.zeros_like(c[0])
    for s in (0, 1):
        v += t1 * c[s].T @ c[2 + s] + t2 * c[4 + s].T @ c[2 + s]
    return restrict(v + v.T)


def onsite(delta, ud, up):
    return (delta * n_p + ud * (occ2[0] * occ2[1] + occ2[4] * occ2[5])
            + up * occ2[2] * occ2[3])


def exact_levels(t, delta, ud, up, lobe=-1):
    """Lowest singlet and triplet energies by diagonalization."""
    h = np.diag(onsite(delta, ud, up)) + hopping(t, lobe * t)
    mixed = np.where(np.isclose(n_up, 1))[0]
    polar = np.where(np.isclose(n_up, 2))[0]
    energy, vectors = np.linalg.eigh(h[np.ix_(mixed, mixed)])
    ground = vectors[:, 0]
    spin = ground @ total_spin_sq[np.ix_(mixed, mixed)] @ ground
    assert abs(spin) < 1e-8
    return energy[0], np.linalg.eigvalsh(h[np.ix_(polar, polar)])[0]


def exact_j(t, delta, ud, up, lobe=-1):
    singlet, triplet = exact_levels(t, delta, ud, up, lobe)
    return triplet - singlet


def channels(t, delta, ud, up):
    return 4*t**4/(delta**2*ud), 8*t**4/(delta**2*(2*delta + up))


def fourth(t, delta, ud, up):
    return 4*t**4/delta**2 * (1/ud + 2/(2*delta + up))


def sixth(t, delta, ud, up):
    w = 2*delta + up
    g, h = 2/ud + 4/w, 2/ud**2 + 4/w**2
    return t**6 * (-12*g/delta**4 - 4*h/delta**3 + 2*g**2/delta**3)


def secular_singlet(t, delta, ud, up):
    w = 2*delta + up

    def f(x):
        return x - delta - 2*t*t/x - 2*t*t/(x - ud) - 4*t*t/(x - w)
    return brentq(f, -20*(t + delta), -1e-12, xtol=1e-14)


low = np.where(np.isclose(n_d1, 1) & np.isclose(n_d2, 1))[0]
cu_pair = np.isclose(n_d1, 2) | np.isclose(n_d2, 2)
o_pair = np.isclose(n_p, 2)
dot_low = spin_dot[np.ix_(low, low)]
dot_values, dot_vectors = np.linalg.eigh(dot_low)
assert np.allclose(dot_values, [-0.75, 0.25, 0.25, 0.25])


def perturbation(t, delta, ud, up):
    """Second- and fourth-order matrices and the pair-state amplitudes."""
    h0, v = onsite(delta, ud, up), hopping(t, -t)
    r = np.zeros(len(two))
    outside = np.ones(len(two), dtype=bool)
    outside[low] = False
    r[outside] = -1/h0[outside]
    vp = v[:, low]
    assert np.allclose(vp[low], 0)
    second = vp.T @ (r[:, None] * vp)
    norm = vp.T @ (r[:, None]**2 * vp)
    reached = v @ (r[:, None] * vp)
    main = reached.T @ (r[:, None] * reached)
    h4 = main - 0.5*(norm @ second + second @ norm)
    parts = [reached.T @ ((r*mask)[:, None] * reached)
             for mask in (cu_pair, o_pair)]
    singlet = dot_vectors[:, 0]
    amplitude = reached @ singlet
    # Only the ordering in which the hole of Cu 1 moves first
    first = np.isclose(n_d1, 0) & np.isclose(n_p, 1)
    one_order = v @ ((r*first) * (vp @ singlet))
    return second, h4, parts, amplitude, one_order


parameter_sets = [(4.0, 8.0, 4.0), (3.0, 2.0, 1.0), (5.0, 9.0, 0.0)]
identity = np.eye(4)
for delta, ud, up in parameter_sets:
    t = 0.4
    second, h4, parts, amp, one = perturbation(t, delta, ud, up)
    assert np.allclose(second, -2*t*t/delta*identity, atol=1e-13)
    expected = (4*t**4/delta**3*identity
                + fourth(t, delta, ud, up)*(dot_low - identity/4))
    assert np.allclose(h4, expected, atol=1e-13)
    for part, value in zip(parts, channels(t, delta, ud, up)):
        assert np.allclose(part, value*(dot_low - identity/4), atol=1e-13)
    unit = np.sqrt(2)*t*t/delta
    assert np.allclose(np.abs(amp[cu_pair]), unit)
    assert np.allclose(np.abs(amp[o_pair]), 2*unit)
    assert np.allclose(2*one[o_pair], amp[o_pair])
    for hop in (0.1, 0.4, 1.2):
        es, et = exact_levels(hop, delta, ud, up)
        assert abs(es - secular_singlet(hop, delta, ud, up)) < 1e-10
        assert abs(et - (delta - np.sqrt(delta**2 + 8*hop**2))/2) < 1e-11
        assert abs(et - es - exact_j(hop, delta, ud, up, +1)) < 1e-11
    # Remove the leading t^2 error by extrapolation from two hoppings
    a, b = 0.1, 0.2
    lead = [exact_j(x, delta, ud, up)/x**4 for x in (a, b)]
    limit4 = (4*lead[0] - lead[1])/3
    assert abs(limit4/fourth(1.0, delta, ud, up) - 1) < 2e-3
    rest = [(exact_j(x, delta, ud, up) - fourth(x, delta, ud, up))/x**6
            for x in (a, b)]
    limit6 = (4*rest[0] - rest[1])/3
    # Remaining error is of relative order t^4, enlarged for small U_d
    assert abs(limit6 - sixth(1.0, delta, ud, up)) < (
        0.01*abs(sixth(1.0, delta, ud, up)))

delta, ud, up = parameter_sets[0]
t = 0.4
second, h4, parts, amp, one = perturbation(t, delta, ud, up)
es, et = exact_levels(t, delta, ud, up)
j_cu, j_o = channels(t, delta, ud, up)
j4, j6, jed = fourth(t, delta, ud, up), sixth(t, delta, ud, up), et - es
kelvin = charge/boltzmann
h4_levels = np.linalg.eigvalsh(h4)
print(f"Delta = {delta:.1f} eV, U_d = {ud:.1f} eV, U_p = {up:.1f} eV")
print(f"t = {t:.1f} eV, O-pair energy W = {2*delta+up:.1f} eV")
print(f"effective Cu-Cu hopping t^2/Delta = {1000*t*t/delta:.3f} meV")
print(f"second-order shift = {1000*second[0, 0]:.3f} meV")
print(f"amplitude, each Cu pair = {np.abs(amp[cu_pair])[0]:.6f} eV")
print(f"amplitude, O pair, one order = {np.abs(one[o_pair])[0]:.6f} eV")
print(f"amplitude, O pair, both orders = {np.abs(amp[o_pair])[0]:.6f} eV")
print(f"fourth-order singlet energy = {1000*h4_levels[0]:.5f} meV")
print(f"fourth-order triplet energy = {1000*h4_levels[-1]:.5f} meV")
print(f"J from Cu-pair channel = {1000*j_cu:.5f} meV")
print(f"J from O-pair channel = {1000*j_o:.5f} meV")
print(f"J4 = {1000*j4:.5f} meV = {j4*kelvin:.3f} K")
print(f"J6 = {1000*j6:.5f} meV")
print(f"J4 + J6 = {1000*(j4+j6):.5f} meV")
print(f"exact singlet energy = {1000*es:.5f} meV")
print(f"exact triplet energy = {1000*et:.5f} meV")
print(f"exact J = {1000*jed:.5f} meV = {jed*kelvin:.3f} K")
print("Scan in t: t (eV), J4, J4+J6, exact J (meV), J4 error (%)")
errors = []
for hop in (0.1, 0.2, 0.4, 0.8, 1.2):
    a4, a6 = fourth(hop, delta, ud, up), sixth(hop, delta, ud, up)
    ex = exact_j(hop, delta, ud, up)
    errors.append(a4/ex - 1)
    print(f"  {hop:.1f}  {1000*a4:.5f}  {1000*(a4+a6):.5f}  "
          f"{1000*ex:.5f}  {100*errors[-1]:.2f}")
assert errors[0] > 0 and np.all(np.diff(errors) > 0)
print("Small U_d at t = 0.4 eV: U_d (eV), J4, exact J (meV), error (%)")
small_errors = []
for small in (t, t*t/delta):
    a4, ex = fourth(t, delta, small, up), exact_j(t, delta, small, up)
    small_errors.append(a4/ex - 1)
    print(f"  {small:.2f}  {1000*a4:.3f}  {1000*ex:.3f}  "
          f"{100*small_errors[-1]:.2f}")
assert abs(small_errors[0]) < 0.15 and small_errors[1] > 0.5
print("success")
```

It prints:

```
Delta = 4.0 eV, U_d = 8.0 eV, U_p = 4.0 eV
t = 0.4 eV, O-pair energy W = 12.0 eV
effective Cu-Cu hopping t^2/Delta = 40.000 meV
second-order shift = -80.000 meV
amplitude, each Cu pair = 0.056569 eV
amplitude, O pair, one order = 0.056569 eV
amplitude, O pair, both orders = 0.113137 eV
fourth-order singlet energy = -0.26667 meV
fourth-order triplet energy = 1.60000 meV
J from Cu-pair channel = 0.80000 meV
J from O-pair channel = 1.06667 meV
J4 = 1.86667 meV = 21.662 K
J6 = -0.08356 meV
J4 + J6 = 1.78311 meV
exact singlet energy = -80.24745 meV
exact triplet energy = -78.46097 meV
exact J = 1.78648 meV = 20.731 K
Scan in t: t (eV), J4, J4+J6, exact J (meV), J4 error (%)
  0.1  0.00729  0.00727  0.00727  0.28
  0.2  0.11667  0.11536  0.11537  1.12
  0.4  1.86667  1.78311  1.78648  4.49
  0.8  29.86667  24.51911  25.27875  18.15
  1.2  151.20000  90.28800  106.65068  41.77
Small U_d at t = 0.4 eV: U_d (eV), J4, exact J (meV), error (%)
  0.40  17.067  15.824  7.85
  0.04  161.067  60.669  165.48
success
```
